Barrier height and mass from direct and Fowler-Nordheim tunnelling

**Problem**

Several hafnia films lie between identical metal electrodes. The thin ones conduct by direct tunnelling at low bias, and G is their conductance per area at vanishing bias. An 8.0 nm film is driven at a high field F, at which electrons tunnel into its conduction band with current density J.

Thin films:

d = 2.0 nm: G = 8.4302×10³ S/cm²
d = 2.5 nm: G = 2.6401×10² S/cm²
d = 3.0 nm: G = 8.6098 S/cm²
d = 3.5 nm: G = 0.28879 S/cm²

The 8.0 nm film:

F = 3.5 MV/cm: J = 3.2405×10⁻⁴ A/cm²
F = 4.0 MV/cm: J = 9.2110×10⁻³ A/cm²
F = 4.5 MV/cm: J = 0.12780 A/cm²
F = 5.0 MV/cm: J = 1.0704 A/cm²

Find the barrier φ, measured from the Fermi level to the oxide band edge, and the oxide mass m. Assume that all films share φ and one parabolic mass, that there is no image force, no trap and no thermal excitation, and that the wave vector k∥ along the film is conserved.

The data are computed by matching exact waves at the interfaces for a model with known φ and m, disclosed below. In the high-field film the wave leaves without reflection at the far electrode.

Formulas are in Hartree atomic units (ħ = e = electron mass = 1), and F denotes the magnitude of the force on the electron. Numbers are in nm, eV and MV/cm.

**A tempting solution**

Take an electron at the Fermi level with k∥ = 0. In a rectangular barrier its wave decays at the rate

κ₀ = √(2mφ),

so its transmission falls as exp(−2κ₀d). The thickness decay rate is then

A = 2κ₀ = 2√(2mφ).

At high field the barrier is φ − Fx and ends at x = φ/F. With y = φ − Fx, dx = −dy/F, the exponent is

2∫₀^{φ/F} √(2m(φ−Fx)) dx = (2√(2m)/F) ∫₀^φ √y dy = B/F,

B = (4/3)√(2m) φ^{3/2}.

A straight-line fit of ln G against d gives a decay rate of 6.854 nm⁻¹. A fit of ln(J/F²) against 1/F gives B = 86.21 MV/cm = 8.621 V/nm. Since B/A = 2φ/3,

φ = (3/2)(8.621/6.854) eV = 1.887 eV.

In these units A = 10.246 nm⁻¹ × √(mφ), with m in electron masses and φ in eV, so

m = (6.854/10.246)²/1.887 = 0.237.

Both plots look straight, but these answers are wrong.

**Where the fault lies**

The formulas for A and B are right for one electron. The measured current is a sum over many electrons with different k∥, and the width of the contributing range depends on thickness. The high-field plot allows for such a prefactor by dividing J by F²; the plot of ln G allows for none.

In the oxide, an electron at energy ε below the Fermi level obeys

−ψ″/(2m) + [U(x) + k∥²/(2m)]ψ = −εψ,

where U is the band edge measured from the Fermi level. Hence ψ″ = κ²ψ with

κ² = 2m(U + ε) + k∥².

Sideways motion therefore makes the wave decay faster. To leading exponential (WKB) order the transmission is T = exp(−2∫κ dx). Reflection factors of order one are dropped; the data contain them, so their effect will be visible.

At zero temperature each transverse state contributes T times the conductance quantum 2e²/h = 1/π, spin included. With U = φ and ε = 0,

G = (1/π)∫ d²k∥/(2π)² T = (1/2π²) ∫₀^∞ k exp(−2d√(κ₀²+k²)) dk.

The infinite upper limit is allowed when the electrode's occupied disc of k∥ reaches far beyond √(κ₀/d), where the integrand has died away. Now use q = √(κ₀²+k²) as the variable. Then k dk = q dq, and integration by parts gives

∫_{κ₀}^∞ q e^{−2dq} dq = [κ₀/(2d) + 1/(4d²)] e^{−2κ₀d}.

Taking out κ₀/(2d), with 2κ₀ = A,

G = (κ₀/(4π²d)) [1 + 1/(Ad)] e^{−Ad}.

The factor 1/d arises because a thicker film passes a narrower cone of directions. Taking the logarithm and differentiating,

−d(ln G)/dd = A + 1/d + 1/[d(1+Ad)].

The last two terms are what the first solution counted as part of A. They fall from about 0.54 nm⁻¹ at 2.0 nm to 0.30 nm⁻¹ at 3.5 nm. So slow a change bends the plot very little, and its straightness gives no warning.

**The high-field slope**

The same sum must be carried out for J, to see whether division by F² is enough. Current now comes from all filled states below the Fermi level, and flow from the far electrode is negligible:

J = (1/π)∫₀^∞ dε ∫ d²k∥/(2π)² T.

Put t = k∥²/(2m), so that k dk = m dt, and w = ε + t. The barrier seen by the electron is φ + w − Fx, so the earlier exponent applies with φ replaced by φ + w:

T = exp[−(b/F)(φ+w)^{3/2}], b = (4/3)√(2m).

T depends on ε and t only through w. For given w, ε can run from 0 to w, which supplies a weight w:

J = (m/2π²) ∫₀^∞ w exp[−(b/F)(φ+w)^{3/2}] dw.

States close to w = 0 dominate, so expand

(φ+w)^{3/2} = φ^{3/2} + (3/2)φ^{1/2}w + (3/8)φ^{−1/2}w² + …

The first term gives e^{−B/F}, because B = bφ^{3/2}. The second gives e^{−cw} with

c = 3bφ^{1/2}/(2F) = 2√(2mφ)/F = A/F.

The third is small and is expanded out of the exponential. With ∫₀^∞ w e^{−cw}dw = 1/c² and ∫₀^∞ w³e^{−cw}dw = 6/c⁴,

J = (m/(2π²c²)) e^{−B/F} [1 − (3b/(8Fφ^{1/2}))(6/c²) + …].

For the prefactor, c² = A²/F² = 8mφ/F². For the correction, use b/φ^{1/2} = B/φ² and c = 3B/(2φF):

(3B/(8φ²F)) × 6 × 4φ²F²/(9B²) = F/B.

Therefore

J = (F²/(16π²φ)) e^{−B/F} [1 − F/B + …].

At 4.0 MV/cm, numerical integration over w gives a bracket of 0.9577, against 0.9537 from 1 − F/B. To find what the bracket does to the slope, set u = 1/F. Then ln(1−F/B) ≈ −1/(Bu), whose derivative is 1/(Bu²) = F²/B, and

d ln(J/F²)/du ≈ −B[1 − (F/B)²].

At 5.0 MV/cm the relative change is about 0.3%. The fitted B may be kept.

**The right solution**

The low-bias formula shows what must be plotted:

ln{Gd/[1 + 1/(Ad)]} = constant − Ad.

A also appears on the left, so it is found by iteration. With G in S/cm² and d in nm, ln(Gd) is 9.7327, 6.4923, 3.2515 and 0.0107. For these evenly spaced thicknesses the least-squares slope is

[0.75(0.0107−9.7327) + 0.25(3.2515−6.4923)]/1.25 = −6.481 nm⁻¹.

Removing the bracket as well and iterating to convergence gives A = 6.461 nm⁻¹. Most of the repair is the factor d; the bracket supplies only 0.02 nm⁻¹.

The barrier follows from the ratio of slopes, in which the mass cancels:

B/A = (4/3)√(2m)φ^{3/2}/[2√(2mφ)] = 2φ/3,

φ = 3B/(2A).

There is a simple picture behind this. The triangular barrier has length φ/F, and the average of √y over it is 2/3 of the value at the top. Its exponent is thus (2/3)A(φ/F), whatever the mass.

The mass follows from A² = 8mφ:

m = A²/(8φ) = A³/(12B).

In numbers,

φ = 1.5 × 8.621/6.461 eV = 2.002 eV = 0.07356 hartree,

m = (6.461/10.246)²/2.002 = 0.199 electron masses.

The data were computed with φ = 2.00 eV and m = 0.20, and with electrodes of Fermi energy 5.0 eV and unit mass. The barrier is recovered to 0.1% and the mass to 0.7% of the input. The uncorrected plot missed them by 6% and 19%.

The model's own A is 6.480 nm⁻¹. The 0.3% deficit in the fit comes mainly from the dropped reflection factor: it depends on k∥, so its average changes slightly as the contributing cone narrows.

The extraction was also tested on wave data for φ = 1.5 eV, m = 0.30 and φ = 3.0 eV, m = 0.40, with electrode Fermi energies of 7 and 9 eV, the same thin films and the same high fields. The high-field film is taken to be thick enough for the electron to leave the barrier inside the oxide; for 3.0 eV at 3.5 MV/cm this requires at least 8.6 nm, so an 8.0 nm film would not do. In all three cases the barrier came back within 2% and the mass within 4%.

**How errors travel**

Taking logarithms of the two results and differentiating,

δφ/φ = δB/B − δA/A,

δm/m = 3δA/A − δB/B.

The mass is the fragile quantity: with B held fixed, a 2% error in A gives 2% in φ but 6% in m.

Thickness errors need care, because F is obtained from voltage divided by thickness. If all thicknesses are read too large by a factor s, A and B both shrink by s. Their ratio, and hence φ, is unchanged, while m is divided by s². For s = 1.03 the result is 2.002 eV and 0.187. If only the thick film is misread, A stays right and B shrinks by s, so φ is divided by s and m is multiplied by s.

**Conditions, and what a real film does**

The formulas require Ad ≫ 1, F ≪ B, and a voltage drop Fd above φ in the thick film. Here the drop is 2.80 to 4.00 V. The read bias must be small: at 20 mV a WKB estimate that ignores the tilt of the barrier raises J/V of the 3.5 nm film by 0.05%; the differential conductance dJ/dV rises about three times as much.

A barrier near 2 eV and a mass near 0.2 are rough but reasonable values for hafnia on a metallic nitride. The highest field is 0.91 of a rough breakdown field of 5.5 MV/cm, so there is little room to extend the high-field window upwards. Downwards it is limited by the condition Fd > φ, here 2.5 MV/cm, and by the smallest current that can be measured.

The effects below were each added separately to the WKB form of the same model (for reflection at the far electrode, to the exact wave model) and passed through the same extraction. The reference is φ = 2.00 eV and m = 0.20.

*Image force.* With an optical permittivity of 4.5, images in both electrodes for the thin films and only the emitter's image for the thick film, the result is 2.018 eV and 0.192, and the two slopes move by less than 2%. The far electrode of the 8 nm film adds images that lower the far end of the barrier, most at the lowest field, where the barrier is longest. With them B falls by about 3% and the result is about 1.97 eV and 0.196. The force lowers the barrier and raises the currents, but the extracted values move by only a few per cent.

*Temperature.* At 300 K the result is 1.941 eV and 0.205; at 358 K it is 1.914 eV and 0.208. The main change is a smaller B. These figures use the full integral for J, which at vanishing temperature already gives 1.996 eV through the bracket 1 − F/B.

*Two-band dispersion.* Deep in the gap the valence band also shapes the decay. At a depth y below the conduction band edge, a simple form is κ² = 2my(1−y/E_g). With a gap E_g = 5.7 eV the extraction gives 2.20 eV and 0.118, so the mass is 41% below its band-edge value. The decay rate is still independent of d, and the triangular exponent is still proportional to 1/F. Straight plots therefore cannot confirm the assumption of one parabolic mass.

*Residual field.* Incompletely screened polarization or unequal work functions add a field F₀ to the applied field F. If the barrier at the emitting electrode is held at φ, then

ln(J/F²) = constant + 2 ln(1+F₀/F) − B/(F+F₀),

and differentiation with respect to 1/F gives the apparent slope

B_app = B/(1+F₀/F)² − 2F₀/(1+F₀/F).

The relative error is roughly 2F₀/F. For F₀ = +0.3 MV/cm, only 0.24 V across 8 nm, the result is 1.72 eV and 0.232; for −0.3 MV/cm it is 2.34 eV and 0.171. In the thin films the same F₀ was assumed to tilt the barrier about an unchanged mean φ, and A did not change at the printed precision. If the barrier at one electrode were held at φ instead, the mean would shift with d and A would change by about 2%. A work-function difference, moreover, fixes the built-in voltage, so its field is larger in a thinner film. Reversing the bias does not simply cancel the error. At zero bias the two Fermi levels are aligned, so a uniform F₀ makes the barriers at the two electrodes differ by F₀d, here 0.24 eV, and the reversed current starts from the other barrier.

*Reflection at the far electrode.* If the electron stays coherent across the 8 nm film, interference multiplies J at the four fields by 1.298, 0.893, 1.035 and 0.979. The extraction then gives 1.94 eV and 0.205. This shift belongs to these four fields; other sampling points would catch the oscillation differently.

*Traps.* A level at depth x can pass an electron in two shorter steps. Its widths towards the electrodes are Γ_L = Γ₀e^{−2κ₀x} and Γ_R = Γ₀e^{−2κ₀(d−x)}. For N levels per volume and energy, the resonant transmission integrated over level energy is 2πNΓ_LΓ_R/(Γ_L+Γ_R), which equals

πNΓ₀e^{−κ₀d}/cosh[2κ₀(x−d/2)].

Integrating over depth gives a factor π/(2κ₀), if the exponentially small tails outside the film are included. Multiplication by 1/π then gives

G_trap ≈ πNΓ₀e^{−κ₀d}/(2κ₀).

The exponent is half that of direct tunnelling. If traps with these widths carried all the low-bias current, the extraction would return 4.6 eV and a mass of 0.017. The simple widths leave out the sideways spread of the trap's wave, which makes them fall somewhat faster with distance. With it the barrier comes out nearer 4 eV and the mass near 0.02. Either combination should arouse suspicion.

The thick film is open to the same kind of path. A well-placed level splits the triangular barrier into two steps of equal exponent, so trap conduction there would roughly halve B as well. For an electron at the Fermi level, the two exponents are equal when the level lies φ/2^{2/3} ≈ 0.63φ below the local band edge. The thin films at low bias use levels at depth φ, so one narrow trap level cannot play both parts, but levels spread widely in energy can. If such levels dominated in both kinds of film, B/A and hence φ would look nearly right, while m = A³/(12B) would fall to between a fifth and a quarter of its true value (a quarter if both slopes were exactly halved; the prefactors lower the fitted slopes somewhat further). A plausible barrier is therefore no proof that traps are absent.

Setting Γ₀ = φ and ignoring lattice relaxation and interaction between electrons, traps match direct tunnelling at N = 7×10¹⁶ cm⁻³ eV⁻¹ for 2.0 nm and 3×10¹⁴ cm⁻³ eV⁻¹ for 3.5 nm. These are rough figures, and the sideways spread together with reflection at the interfaces can raise them about tenfold. Trap densities inferred for hafnia are often roughly 10¹⁸ cm⁻³ or more. If a fair share of those levels lies near the Fermi level, this estimate says that traps, not direct tunnelling, carry most of the low-bias current in the thicker of these films; at 2.0 nm the two may be comparable. Of the cases worked out here, conduction through traps moves the answer furthest. The thin films and the thick one must all be shown to be free of it before A and B are given the meanings used here.

The numerical output below lists the slopes behind most of these cases.

Computed results

```
model: barrier 2.00 eV, mass 0.20 m_e, electrode EF 5.0 eV
coefficient A/sqrt(m phi): 10.246 nm^-1 eV^-1/2
coefficient B/(sqrt(m) phi^1.5): 68.31 MV/cm eV^-3/2
model slopes: A 6.480 nm^-1, B 86.40 MV/cm
data: d (nm), G (S/cm^2), ln(G d) with those units
  2.0  8.4302e+03  9.7327
  2.5  2.6401e+02  6.4923
  3.0  8.6098e+00  3.2515
  3.5  2.8879e-01  0.0107
data, 8.0 nm film: F (MV/cm), J (A/cm^2), ln(J/F^2) with those units
  3.5  3.2405e-04  -10.5401
  4.0  9.2110e-03  -7.4599
  4.5  1.2780e-01  -5.0654
  5.0  1.0704e+00  -3.1508
voltage across FN film: 2.80 to 4.00 V
decay from ln G: 6.854; from ln(G d): 6.481 nm^-1
fitted A (prefactor removed): 6.461 nm^-1 = 0.34188 a.u.
fitted B: 86.21 MV/cm = 0.016765 a.u.
EXTRACTED barrier: 2.002 eV = 0.07356 hartree
EXTRACTED mass: 0.1986 m_e
with uncorrected ln G slope: 1.887 eV, 0.2371 m_e
thicknesses all read 3% too large: 2.002 eV, 0.1872 m_e
FN prefactor / leading form at 4.0 MV/cm: 0.9577 (1-F/B = 0.9537)
neglected effects: A (nm^-1), B (MV/cm), extracted phi (eV), m (m_e)
  none, WKB reference: A 6.480, B 86.40, phi 2.000, m 0.2000
  image force, optical permittivity 4.5: A 6.383, B 85.87, phi 2.018, m 0.1923
  two-band dispersion, gap 5.7 eV: A 5.221, B 76.64, phi 2.202, m 0.1179
  temperature 300 K: A 6.465, B 83.67, phi 1.941, m 0.2050
  temperature 358 K: A 6.458, B 82.39, phi 1.914, m 0.2076
  residual field +0.3 MV/cm: A 6.480, B 74.49, phi 1.724, m 0.2320
  residual field -0.3 MV/cm: A 6.480, B 101.23, phi 2.343, m 0.1707
  coherent far electrode (wave data): A 6.461, B 83.50, phi 1.939, m 0.2051
  J coherent / J without far electrode: 1.298, 0.893, 1.035, 0.979
  low-bias current all through traps: A 2.824, B 86.40, phi 4.590, m 0.0165
trap density equal to direct tunnelling: 7.0e+16 at 2.0 nm, 3.0e+14 at 3.5 nm (cm^-3 eV^-1)
conductance rise at 20 mV bias, 3.5 nm: 0.051 %
highest field / rough breakdown field 5.5 MV/cm: 0.91
```
